Single-nucleus yield of a circular growth window, part 1

(Sections cited here and not found follow in the second part.)

## 1. The decision that hangs on the result

Suppose that a layout calculation has to fix the radius of circular windows in a growth mask, and that each window should fill from one nucleus alone. On an amorphous surface two nuclei generally have different crystal orientations, and a grain boundary remains where they meet. A smaller window gives a second nucleus less surface and less time. It also makes one wait longer for the first nucleus. To choose the radius, one needs the probability that a window with one nucleus fills before a second appears.

For a first nucleus at the centre, this probability is

P = exp(−Λ), with Λ = 2πJR³/(3v).

Here R is the window radius, J the number of nucleation events per unit bare area and unit time, and v the speed at which the edge of the island advances along the surface. This half derives the formula and explains what Λ counts. The second half turns it into a rule for the radius and examines what happens when the first nucleus is not central or the island grows differently.

## 2. The model

Time is counted from the appearance of the first nucleus, so t = 0 is not the start of the deposition. The assumptions are these.

1. The first nucleus is a point at the centre. Its island is a disc of radius vt, with v constant, until it meets the window edge.
2. On bare window surface, nucleation events occur independently of one another. In a small area dA and a short time dt, the probability of one event is J dA dt, and that of two or more is of higher order. The rate J is the same everywhere on the bare surface and constant in time.
3. No event occurs on covered surface. Nucleation of new layers on top of the island is outside the model.
4. Nothing enters from the mask.

The second assumption makes nucleation a Poisson process. It also means that the process has no memory: the wait before the first nucleus does not change the chance of later events. P is therefore a conditional probability: given a central nucleus at t = 0, it is the chance that no other nucleus forms before the window is full. It does not include the chance that a window is still empty when the deposition ends.

## 3. The bare area

The window has area πR². At time t the island covers πv²t². While the island is still inside the window, the bare area is the difference,

A(t) = πR² − πv²t² = π(R² − v²t²).

The island reaches the edge when vt = R. Because it started at the centre, it reaches the whole edge at once, and the filling time is

τ_f = R/v.

For t greater than τ_f the bare area is zero. The formula for A(t) must not be used there, since it would turn negative.

## 4. The survival probability

Let S(t) be the probability that no second nucleus has formed by time t. For survival to t + dt, two things must happen: there is no second nucleus by t, and none forms in the following interval dt. As long as there is no second nucleus, the bare area is A(t), and the chance of an event in dt is J A(t) dt. The events are independent, so the probabilities multiply:

S(t + dt) = S(t) [1 − J A(t) dt].

Subtracting S(t), dividing by dt and letting dt go to zero gives

dS/dt = −J A(t) S(t).

The minus sign says that survival can only decrease. At t = 0 no second nucleus has had time to form, so S(0) = 1. Dividing by S gives

d(ln S)/dt = −J A(t).

Integration from 0 to t, with ln S(0) = 0, yields

ln S(t) = −J ∫₀ᵗ π(R² − v²s²) ds.

The first term integrates to R²t and the second to v²t³/3. Hence

S(t) = exp[−πJ(R²t − v²t³/3)], for 0 ≤ t ≤ R/v.

## 5. The result

The window is full at t = R/v. The two terms in the exponent are then

R²t = R² · R/v = R³/v,

v²t³/3 = v² · R³/(3v³) = R³/(3v).

Their difference is (1 − 1/3)R³/v = 2R³/(3v). Multiplication by πJ gives

Λ = 2πJR³/(3v), P = S(R/v) = exp(−Λ).

The units agree: J has the unit 1/(length² · time), R³ has length³, and 1/v has time/length, so Λ is a pure number.

The factor 2/3 has a geometrical meaning. Draw the window as a disc and time as height. If the surface stayed bare for the whole filling time, events could occur anywhere in a cylinder of base πR² and height R/v. Its volume is πR³/v. The growing island cuts out a cone with the same base area and height, which has one third of the volume. Two thirds remain. Neglecting the shrinkage of the bare area would therefore make the exponent too large by a factor 3/2.

## 6. The same result from exposure times

There is a second way to the exponent, and it will be more useful when the geometry changes. Divide the window into small areas and time into short intervals. Each small cell of area dA and duration dt that is still bare has no event with probability 1 − J dA dt. Multiply these probabilities over all bare cells. The logarithm of each factor tends to −J dA dt as the cells shrink, so the sum of the logarithms tends to −J times the total bare volume in space and time.

In section 4 this volume was summed time by time. It can equally be summed point by point. A point at distance r from the centre is covered when vt = r, so it remains bare for a time r/v. Therefore

Λ = J ∫ (r/v) dA = (J/v) ∫₀ᴿ r · 2πr dr.

The factor 2πr dr is the area of a thin ring. The integral of r² from 0 to R is R³/3, and again

Λ = (J/v) · 2π · R³/3 = 2πJR³/(3v).

This form shows where the danger lies. The part of Λ that comes from within a radius r is proportional to r³. The inner half of the radius holds a quarter of the area but contributes only (1/2)³ = 1/8 of Λ. The outer parts are both larger and exposed for longer.

## 7. A worked example

Take round values of the kind one might meet in the deposition of germanium on small amorphous pads:

R = 1 µm, v = 1 nm/s, J = 1.0 × 10⁻⁴ µm⁻² s⁻¹.

In the unit more common for nucleation rates, J is 1.0 × 10⁴ cm⁻² s⁻¹. The values are rough, and section 18 returns to them. For the arithmetic, v is written as 10⁻³ µm/s. The filling time is

τ_f = 1/10⁻³ s = 1000 s.

The combination that sets the scale of the exponent is

JR³/v = 10⁻⁴ · 1/10⁻³ = 0.1,

and so

Λ = (2π/3) · 0.1 = 2.0944 · 0.1 = 0.209,

P = exp(−0.209) = 0.811.

About four windows in five that start with a central nucleus fill without a second one. A simulation that places random events in the window, and counts the runs in which none falls on bare surface, gives 0.8115, against 0.8110 from the formula. At five times the nucleation rate, with R and v held fixed, Λ rises to 1.047 and P drops to 0.351. The simulation then gives 0.352.

## 8. When the second nucleus comes

Write x = vt/R for the fraction of the radius covered by the island. The exponent at time t, divided by its final value Λ, is

(x − x³/3)/(2/3) = (3x − x³)/2.

At half the filling time x = 1/2, and the fraction is (3/2 − 1/8)/2 = 0.6875. More than two thirds of the exponent has been gathered by then, because the bare area is largest at the beginning. In the example the survival probability at that moment is

S = exp(−0.6875 · 0.2094) = 0.866.

Among the windows that will acquire a second nucleus, the share that has done so by half the filling time is

(1 − 0.866)/(1 − 0.811) = 0.134/0.189 = 0.71.

A measure that suppresses nucleation only late in the filling would thus come too late for most of the failures in this model.

## 9. What Λ counts

It is tempting to read Λ as the mean number of extra nuclei. That is nearly right when Λ is small, but the two quantities differ. Λ is the mean number of Poisson events that fall on surface left bare by the first island. Once a second island exists, it covers surface too, and some later events would fall on it. Such events are hidden: they belong to the mathematical process but produce no nucleus.

This does not affect P. If there are no events outside the first island, there is no second nucleus. If there is at least one, the earliest of them finds bare surface and becomes a second nucleus. What happens afterwards cannot undo it.

The mean number N of real extra nuclei can also be found. Consider a point X at distance r from the centre and a time t with r > vt, so that the first island has not reached X. An event at a point Y and an earlier time s could have covered X by time t if the distance from Y to X is at most v(t − s). Let V(r,t) be the volume in space and time, inside the window, of all such possible events. X is still bare when this volume contains no event, which has probability exp(−JV).

This statement needs a reason, because an event in V might itself be hidden.

- Suppose the event at Y was hidden by an island that started at Z at time u. Then the distance from Z to Y is at most v(s − u). By the triangle inequality, the distance from Z to X is at most v(s − u) + v(t − s) = v(t − u). The island from Z therefore reaches X by time t, and X is covered anyway.
- The hiding island cannot be the first one. The same inequality would give r ≤ vt, contrary to the assumption.
- An island may also be blocked on its way to X by another. The blocking island was at the meeting point no later, and by the same inequality it can reach X no later. The surface at X is covered in either case.

The straight paths used here remain inside the window because a disc is convex. To obtain V, note that at time s the dangerous positions form a disc of radius v(t − s) around X, of which only the part inside the window counts. If a(r,q) is the area common to the window and a disc of radius q around X, then

V(r,t) = ∫₀ᵗ a(r, v(t − s)) ds.

The mean number of real extra nuclei is the rate J summed over all places and times, weighted with the chance that the place is bare:

N = J ∫₀^(R/v) dt ∫_(vt)^R 2πr exp[−J V(r,t)] dr.

Replacing the exponential by 1 gives back Λ. Since the exponential is less than 1 wherever V is positive, N is smaller than Λ.

At J = 5 × 10⁻⁴ µm⁻² s⁻¹, Λ is 1.047 and the integral gives N = 1.006. The mean number of hidden events is the difference, 0.0415 when taken before rounding, or 4 % of Λ. A direct count in simulated windows gives 0.040 with a standard error of 0.0015. At ten times this rate Λ is 10.47, while N is 7.65. The simulated mean is 7.62 with a standard error of 0.04, so more than a quarter of the events are now hidden. Reading Λ as a count of grains would then be a serious error, although exp(−Λ) would still be the correct single-nucleus probability.

## 10. Limiting cases

For small Λ the exponential can be expanded:

1 − P = Λ − Λ²/2 + …

To leading order the failure probability is Λ itself and grows as R³. In the example Λ is 0.209, while the failure probability is 0.189, so the leading term is too large by about a tenth of the true value.

At fixed R and J, a faster front lowers Λ in proportion to 1/v, and P tends to 1. If v tends to zero, the surface remains bare without limit and P tends to zero. At fixed J and v, Λ is eight times smaller in a window of half the radius: a factor of four comes from the area and a factor of two from the filling time.

# Second half: choosing the window and testing the assumptions

## 11. Symbols and results carried over

The window has radius R, nucleation occurs on bare surface at the constant areal rate J, and an island spreads at speed v. The filling time from the centre is τ_f = R/v. If a point stays bare for a time T, it contributes JT dA to the exponent. For a central start T = r/v, and

Λ = (J/v) ∫ r dA = 2πJR³/(3v), P = exp(−Λ).

The example has R = 1 µm, v = 1 nm/s and J = 10⁻⁴ µm⁻² s⁻¹. These give JR³/v = 0.1, τ_f = 1000 s, Λ = 0.209 and P = 0.811.

## 12. The price of a high yield is waiting

An empty window has area πR², so its first nucleus forms at the constant rate πJR². The probability that the window is still empty after a time t is exp(−πJR²t). The mean wait is the integral of this probability over all times:

τ_w = ∫₀^∞ exp(−πJR²t) dt = 1/(πJR²).

In the example τ_w = 1/(π · 10⁻⁴) s = 3183 s. The ratio of the two times is

τ_f/τ_w = (R/v) · πJR² = πJR³/v,

and comparison with Λ gives

Λ = (2/3) τ_f/τ_w.

With the numbers, (2/3) · 0.3142 = 0.209. A high single-nucleus yield thus requires that the first nucleus take much longer to appear than the island takes to fill the window. This follows from using the same J before and after the first nucleus. If a small, more active patch produces the first nucleus, the wait is set by the patch and the relation no longer holds.

Multiplying Λ by τ_w removes J:

Λτ_w = (2/3) τ_f = 2R/(3v).

At fixed R and v, halving Λ by lowering J therefore doubles the mean wait.

## 13. The largest window for a required yield

Let P now be the required probability. Taking the logarithm of P = exp(−Λ) gives Λ = ln(1/P). Inserting the formula for Λ and solving for the radius gives

R_max = [3v ln(1/P)/(2πJ)]^(1/3).

For P = 0.95 one has ln(1/0.95) = 0.0513. With v and J as in the example,

R_max³ = 3 · 10⁻³ · 0.0513/(2π · 10⁻⁴) µm³ = 0.245 µm³,

R_max = 0.626 µm.

The mean wait in such a window, if the whole window nucleates at the rate J, is 8132 s instead of 3183 s. The higher yield costs a wait about two and a half times as long.

The cube root makes the rule forgiving. If J/v is wrong by a factor of eight, R_max is wrong by a factor of two. The reverse is less pleasant: a small error in the radius enters Λ three times over.

The rule holds for a central first nucleus, constant J and v, and a mask on which nothing nucleates. The first of these conditions is examined next.

## 14. A first nucleus away from the centre

When J is uniform, the first nucleus has no preference for the centre. Its position is random, with equal probability for equal areas. Let it be at r₀. A point r is then covered after the time |r − r₀|/v, and the exponent becomes

Λ(r₀) = (J/v) ∫ |r − r₀| dA.

For a central first nucleus, the single-nucleus probability is P = exp(−Λ) with Λ = 2πJR³/(3v), which fixes the largest window for a required yield. It remains to evaluate the exponent Λ(r₀) for a first nucleus away from the centre, and to test the other assumptions about growth, temperature and the mask.
